# Thermodynamic Integration under Linear Mixing and the Gibbs–Bogoliubov Bounds

**Q.** You run molecular dynamics on one first-principles energy surface and want the free energy on another. A trajectory gives averages of functions of the coordinates, but a free energy is the logarithm of an integral over all configurations. How can averages reach it?

**A.** They give its derivative along a path between the surfaces. Let $U_0(x)$ and $U_1(x)$ be two Born–Oppenheimer energies for the same nuclei, in the same volume, at the same $\beta=1/kT$. Take the nuclei as classical, and mix the surfaces linearly:

$$U_\lambda=U_0+\lambda\,\Delta U,\qquad \Delta U=U_1-U_0,\qquad 0\le\lambda\le1 .$$

The masses do not depend on $\lambda$, so the momentum integral is a common factor and cancels from free-energy differences. What remains is

$$Z_\lambda=\int dx\,e^{-\beta U_\lambda(x)},\qquad F(\lambda)=-\frac1\beta\ln Z_\lambda .$$

Since $\partial U_\lambda/\partial\lambda=\Delta U$,

$$F'(\lambda)=-\frac{1}{\beta Z_\lambda}\int dx\,(-\beta\,\Delta U)\,e^{-\beta U_\lambda}=\int dx\,p_\lambda\,\Delta U=\langle\Delta U\rangle_\lambda ,\qquad p_\lambda=\frac{e^{-\beta U_\lambda}}{Z_\lambda}.$$

The two minus signs cancel, and so do the factors of $\beta$. Integrating over $\lambda$ gives

$$\Delta F\equiv F(1)-F(0)=\int_0^1\langle\Delta U\rangle_\lambda\,d\lambda .$$

Each average comes from a run with the mixed force $-(1-\lambda)\nabla U_0-\lambda\nabla U_1$, provided that the run samples the canonical distribution.

**Q.** You differentiated under the integral sign. What if an intermediate integral diverges?

**A.** The end states control the intermediate ones. The mixed weight is a weighted geometric mean, which cannot exceed the larger of its two members:

$$e^{-\beta U_\lambda}=\left(e^{-\beta U_0}\right)^{1-\lambda}\left(e^{-\beta U_1}\right)^{\lambda}\le e^{-\beta U_0}+e^{-\beta U_1}.$$

I assume that both energies are finite almost everywhere in the same region, that $Z_0$ and $Z_1$ are finite, and that $\Delta U$ has finite first and second moments in both end ensembles. Multiplied by $1$, $|\Delta U|$ or $\Delta U^2$, the right-hand side is then an integrable bound that does not depend on $\lambda$. This permits up to two derivatives under the integral and makes the averages continuous up to the ends.

A hard core present in $U_1$ alone violates the assumption. Let $q$ be the probability, in ensemble 0, of being outside the core. Any $\lambda>0$ excludes the core, so $Z_\lambda\to qZ_0$ as $\lambda\to0^+$. The free energy jumps by $-kT\ln q$ at the start, and the integral misses this jump.

**Q.** I still have to measure an unknown function of $\lambda$. Can anything be said about its shape beforehand?

**A.** Its slope has a definite sign. Differentiate $\ln p_\lambda=-\beta U_\lambda-\ln Z_\lambda$, using $d\ln Z_\lambda/d\lambda=-\beta F'=-\beta\langle\Delta U\rangle_\lambda$:

$$\frac{\partial p_\lambda}{\partial\lambda}=-\beta\left(\Delta U-\langle\Delta U\rangle_\lambda\right)p_\lambda .$$

The function $\Delta U$ itself does not depend on $\lambda$, so only the probability changes:

$$\frac{d\langle\Delta U\rangle_\lambda}{d\lambda}=\int dx\,\Delta U\,\frac{\partial p_\lambda}{\partial\lambda}=-\beta\left(\langle\Delta U^2\rangle_\lambda-\langle\Delta U\rangle_\lambda^2\right)=-\beta\,\mathrm{Var}_\lambda(\Delta U)\le0 .$$

Increasing $\lambda$ moves probability towards configurations where $\Delta U$ is below its current mean, and this lowers the mean. The slope vanishes only if $\Delta U$ is constant almost everywhere. In that case the surfaces differ by a shift of energy and have the same distribution.

**Q.** Does a falling integrand give a usable statement about $\Delta F$?

**A.** It lies between its end values, $\langle\Delta U\rangle_1\le\langle\Delta U\rangle_\lambda\le\langle\Delta U\rangle_0$. Integrating over an interval of unit length gives the Gibbs–Bogoliubov bounds:

$$\langle\Delta U\rangle_1\le\Delta F\le\langle\Delta U\rangle_0 .$$

The upper bound needs sampling on $U_0$ alone, the lower bound on $U_1$ alone. Both are strict unless $\Delta U$ is constant. With finite samples, statistical error can disturb the order of the estimates.

**Q.** Bounds can be true and useless. How far are they from $\Delta F$?

**A.** The slope formula gives the distance. Write the drop from $0$ to $\lambda$ as an integral over $s$, then exchange the order of integration. A given $s$ contributes for all $\lambda$ between $s$ and $1$, a length $1-s$:

$$\langle\Delta U\rangle_0-\Delta F=\beta\int_0^1 d\lambda\int_0^\lambda ds\,\mathrm{Var}_s=\beta\int_0^1(1-s)\,\mathrm{Var}_s\,ds .$$

For the lower bound, $s$ runs from $\lambda$ to $1$. A given $s$ then contributes for $\lambda$ from $0$ to $s$:

$$\Delta F-\langle\Delta U\rangle_1=\beta\int_0^1 s\,\mathrm{Var}_s\,ds .$$

The same gaps measure how different the end distributions are. Since $\ln(Z_1/Z_0)=-\beta\Delta F$,

$$\ln\frac{p_0}{p_1}=\beta\,\Delta U+\ln\frac{Z_1}{Z_0}=\beta(\Delta U-\Delta F).$$

Averaging over $p_0$ shows that the upper gap is $kT\,D(p_0\|p_1)$, where $D(p\|q)=\int p\ln(p/q)\,dx$ is the relative entropy. Averaging the negative over $p_1$ gives the lower gap, $kT\,D(p_1\|p_0)$.

A spring shows how loose the bounds can become. Let $U_0=\tfrac12k_0x^2$ and $U_1=\tfrac12ak_0x^2$ with $a>1$. A Gaussian integral scales as the inverse square root of the stiffness, so $\Delta F=\tfrac12kT\ln a$. With $\langle x^2\rangle_0=kT/k_0$ and $\langle x^2\rangle_1=kT/(ak_0)$, the upper and lower bounds are $\tfrac12(a-1)kT$ and $\tfrac12(1-1/a)kT$. For $a=4$ the free energy is $0.693\,kT$, between $0.375\,kT$ and $1.5\,kT$. For large $a$ the upper bound grows linearly, the free energy logarithmically, and the lower bound tends to $\tfrac12kT$.

**Q.** Why integrate at all? Could one run on $U_0$ give the whole difference?

**A.** In principle it can. Insert $e^{-\beta U_1}=e^{-\beta U_0}e^{-\beta\Delta U}$ into $Z_1$ and divide by $Z_0$:

$$e^{-\beta\Delta F}=\frac{Z_1}{Z_0}=\left\langle e^{-\beta\Delta U}\right\rangle_0 .$$

This is the free-energy perturbation formula. It also yields the upper bound without any path. Put $y=-\beta(\Delta U-\langle\Delta U\rangle_0)$ in $e^y\ge1+y$ and average. The mean of $y$ is zero, so $\langle e^{-\beta\Delta U}\rangle_0\ge e^{-\beta\langle\Delta U\rangle_0}$. Taking logarithms and dividing by $-\beta$ reverses the inequality and gives $\Delta F\le\langle\Delta U\rangle_0$. Exchanging the two systems gives $-\Delta F\le-\langle\Delta U\rangle_1$, the lower bound.

The difficulty is sampling: configurations with very negative $\Delta U$ carry large exponential weights but may be rare on $U_0$. If the variance of $\Delta U$ differs from its value at $\lambda=0$ by much less than $(kT)^2$ for every $\lambda$ between $0$ and $1$, a linear expansion of the integrand gives $\Delta F$ to a small fraction of $kT$. The error is $\beta\int_0^1(1-s)(\mathrm{Var}_s-\mathrm{Var}_0)\,ds$, at most $\beta/2$ times the largest change of the variance. What counts is the absolute change: in a large system a small relative change can still cost several $kT$. Neither a small variance on $U_0$ nor similar variances at the two ends guarantee this condition, since the variance can peak in between. The expansion amounts to replacing $\mathrm{Var}_s$ by $\mathrm{Var}_0$ in the exact upper gap:

$$\Delta F\approx\int_0^1\left(\langle\Delta U\rangle_0-\lambda\beta\,\mathrm{Var}_0\right)d\lambda=\langle\Delta U\rangle_0-\tfrac12\beta\,\mathrm{Var}_0 .$$

**Q.** Show me this with computed energies, not springs.

**A.** Take the C–C stretch of linear C$_2$H$_2$ at 2000 K, where $kT=0.17235$ eV. Two rigid CH groups, with C–H distance 1.06 Å, move along a fixed axis, so the integration measure is $dR$. The C–C distance $R$ runs from 0.95 to 1.60 Å. This is a model of one coordinate and does not give the full molecular free energy.

Let $U_0$ be the restricted Hartree–Fock energy and $U_1$ the frozen-core MP2 energy, both in the cc-pVDZ basis. They were computed at 15 Chebyshev points and interpolated by polynomials; the averages are Gauss–Legendre quadratures, so they carry no sampling noise. The minima lie at 1.1918 Å (Hartree–Fock) and 1.2295 Å (MP2).

Each curve is set to zero at $R=1.20$ Å. This removes a constant of $-6.933$ eV from $\Delta U$, the MP2 correlation energy at that distance. Restoring it would shift $\Delta F$ and both bounds equally. The results, in eV, are:

| $\lambda$ | $\langle\Delta U\rangle_\lambda$ | std. dev. | $-\beta\,\mathrm{Var}_\lambda$ |
|---|---|---|---|
| 0 | 0.0150 | 0.1553 | −0.1400 |
| 0.25 | −0.0214 | 0.1617 | −0.1517 |
| 0.5 | −0.0610 | 0.1690 | −0.1658 |
| 0.75 | −0.1045 | 0.1775 | −0.1829 |
| 1 | −0.1528 | 0.1877 | −0.2043 |

For example, the slope at $\lambda=0$ is $-(0.1553)^2/0.17235=-0.140$ eV. A central difference of the mean at $\lambda=0.5$ gives $-0.1658$ eV, equal to the variance result to the digits shown.

Integration over $\lambda$ gives $\Delta F=-0.0636$ eV, or $-6.14$ kJ/mol, and so does direct quadrature of $Z_0$ and $Z_1$. The value lies between $-0.1528$ and $0.0150$ eV. The gaps are $0.0787$ eV above and $0.0892$ eV below, each about half of $kT$. Thus the bounds alone do not even settle the sign of $\Delta F$, with this choice of energy zero.

**Q.** The slope steepens along your table. Is that general, and does it matter for a coarse set of $\lambda$ values?

**A.** It is not general. Let $\delta=\Delta U-\langle\Delta U\rangle_\lambda$. Differentiating $\langle\delta^2\rangle_\lambda$ gives a term from $p_\lambda$ and a term from the moving mean. The latter is proportional to $\langle\delta\rangle_\lambda=0$, so

$$\frac{d\,\mathrm{Var}_\lambda}{d\lambda}=-\beta\langle\delta^3\rangle_\lambda .$$

This requires a finite third moment, which holds here because $\Delta U$ is bounded on the chosen interval. The variance rises where the distribution of $\Delta U$ has a negative third central moment, and falls where that moment is positive.

In the table the integrand bends downwards, so the chord between its end values lies too low. The trapezoidal estimate is $(0.0150-0.1528)/2=-0.0689$ eV, which is $0.0053$ eV below $\Delta F$. Simpson's rule adds the midpoint:

$$\frac{0.0150+4(-0.0610)-0.1528}{6}=-0.0636\ \text{eV}.$$

The second-order estimate from $\lambda=0$ gives $0.0150-0.1400/2=-0.0550$ eV. It is too high by $0.0087$ eV because it ignores the growth of the variance.

**Q.** Does the integrand have to fall on every path? I might prefer to switch the interaction on slowly.

**A.** No. For a general $U_\lambda$, with primes for derivatives in $\lambda$, the first derivative is $F'=\langle U_\lambda'\rangle_\lambda$. The averaged function now changes too:

$$F''=\langle U_\lambda''\rangle_\lambda-\beta\,\mathrm{Var}_\lambda(U_\lambda').$$

Linear mixing removes the first term. Let a spring instead stiffen fourfold as $U_\lambda=\tfrac12(1+3\lambda^2)x^2$, in units with $kT=k_0=1$. At $\lambda=0.2$ the stiffness is $\kappa=1.12$. Then $U_\lambda''=3x^2$ has mean $3/1.12=2.679$. The Gaussian moments $\langle x^2\rangle=1/\kappa$ and $\langle x^4\rangle=3/\kappa^2$ give $\mathrm{Var}(x^2)=2/\kappa^2$, so $U_\lambda'=0.6x^2$ has variance $0.36\times2/1.12^2=0.574$. The slope is $2.679-0.574=+2.105$, in units of $kT$, and the integrand rises. The bounds are unaffected, because $\Delta F$ and the two averages of $U_1-U_0$ refer to the end states.

**Q.** Nuclei are quantum particles. Does the variance formula survive?

**A.** The plain variance does not, but the downward slope does. Let $H_\lambda=H_0+\lambda V$, where $V$ multiplies by $\Delta U$ and does not commute with the kinetic energy. Assume discrete levels and convergent traces. The operator $A(\beta)=\partial_\lambda e^{-\beta H_\lambda}$ obeys $\partial_\beta A=-H_\lambda A-Ve^{-\beta H_\lambda}$ with $A(0)=0$. Multiplying from the left by $e^{\beta H_\lambda}$ and integrating gives

$$\partial_\lambda e^{-\beta H_\lambda}=-\int_0^\beta ds\,e^{-(\beta-s)H_\lambda}\,V\,e^{-sH_\lambda}.$$

Under the trace the exponentials combine, so $F'=\langle V\rangle_\lambda$ as before. For the second derivative, subtract from $V$ its mean at the chosen $\lambda$, held fixed during differentiation. This constant does not alter the slope. With $\delta V=V-\langle V\rangle_\lambda$, the derivative of the normalization contributes nothing, and

$$F''=-\frac1{Z_\lambda}\int_0^\beta ds\,\mathrm{Tr}\left[\delta V\,e^{-(\beta-s)H_\lambda}\,\delta V\,e^{-sH_\lambda}\right].$$

In the eigenstates of $H_\lambda$, with energies $E_n$ and probabilities $p_n$, the integral over $s$ is elementary:

$$\int_0^\beta ds\,e^{-(\beta-s)E_n-sE_m}=\frac{e^{-\beta E_n}-e^{-\beta E_m}}{E_m-E_n}.$$

Therefore $F''=-\beta\,\mathrm{Var}_K$, with the Kubo variance

$$\mathrm{Var}_K=\sum_{mn}|\delta V_{mn}|^2\,\frac{p_n-p_m}{\beta(E_m-E_n)} .$$

For equal energies the fraction is replaced by its limit $p_n$. The lower level has the larger probability, so no term is negative. The integrand falls and both bounds follow as before.

**Q.** How wrong would the plain variance be?

**A.** Set $y=\beta(E_m-E_n)/2$, so that $p_n/p_m=e^{2y}$. The Kubo weight divided by the arithmetic mean of the probabilities is

$$\frac{(p_n-p_m)/(2y)}{(p_n+p_m)/2}=\frac{\tanh y}{y}\le1 .$$

Using the arithmetic mean as weight gives $\sum_n p_n\langle n|\delta V^2|n\rangle=\mathrm{Var}(V)$. Hence $\mathrm{Var}_K\le\mathrm{Var}(V)$, and the two approach each other when the levels coupled by $\delta V$ are separated by much less than $kT$.

For the stretch, I diagonalized the Hamiltonian in 120 sine functions that vanish at the ends of the interval. The reduced mass is half the mass of a CH group, 6.504 u. At $\lambda=0.5$ the slope is $-0.166$ eV, while the plain variance would give $-0.198$ eV, too steep by 19% of the true slope. The first level spacing on the Hartree–Fock curve is 0.283 eV, larger than $kT$ even at 2000 K.

The quantum free-energy difference is $-0.0680$ eV, between its own bounds of $-0.1576$ and $0.0110$ eV. It lies $0.0044$ eV below the classical value. With the mass multiplied by 16 it becomes $-0.0639$ eV, and the distance from the classical value shrinks to $0.0003$ eV.
